# Two-photon decay of hydrogen 2s in a Sturmian basis

## Problem

A hydrogen atom is in its 2s state. Electric-dipole emission of one photon cannot take it to 1s, because both states have even parity. Two dipole photons can, with the p states as intermediates.

Treat the atom nonrelativistically, with an infinitely heavy nucleus and no level shifts, so that 2s and 2p are degenerate. Use Gaussian atomic units, \(\hbar=m_e=e=1\) and \(c=1/\alpha\). The photon energies satisfy

\[
\omega_1+\omega_2=\omega_0=E_{2s}-E_{1s}=-\tfrac18+\tfrac12=\tfrac38 .
\]

1. Estimate the decay rate by scaling.
2. Derive the photon spectrum and show that it is symmetric about \(\omega_0/2\).
3. Compute the spectrum and the total rate \(W\), representing the p states by Sturmian functions.
4. Explain the difference between the estimate and the result.

## First estimate by scaling

A one-photon dipole rate scales as \(\alpha^3\omega^3d^2\), where \(d\) is a dipole integral. A second photon brings another field factor \(\alpha^3\omega^3d^2\). The amplitude gains an energy denominator of order \(\omega\), hence \(1/\omega^2\) in the rate, and the free division of energy between the photons gives a frequency range of order \(\omega\). Together,

\[
W\sim(\alpha^3\omega^3d^2)^2\,\frac{1}{\omega^2}\,\omega=\alpha^6\omega^5d^4 .
\]

Take \(\omega=\omega_0\) and \(d=1\). The atomic unit of time is \(2.4189\times10^{-17}\) s, so \(\alpha^6\) atomic units of rate are \(6243\ \mathrm{s^{-1}}\), and

\[
W_{\rm est}=6243\times(0.375)^5\ \mathrm{s^{-1}}\approx46\ \mathrm{s^{-1}} .
\]

All numerical factors have been set to one, so this fixes the order of magnitude at best.

## Exact solution within the model

### Amplitude

The wavelengths are much larger than the atom, so the coupling is \(\mathbf r\cdot\mathbf E\), with \(\mathbf E\) taken at the nucleus. In a volume \(\mathcal V\), emission of a photon with real polarization vector \(\mathbf e\) carries the field factor \(\sqrt{2\pi\omega/\mathcal V}\), up to a phase. Either photon may be emitted first. Both orders end in the same state, so their amplitudes add:

\[
M=\frac{2\pi\sqrt{\omega_1\omega_2}}{\mathcal V}\sum_n\left[
\frac{\langle1s|\mathbf e_2\!\cdot\!\mathbf r|n\rangle\langle n|\mathbf e_1\!\cdot\!\mathbf r|2s\rangle}{E_{2s}-\omega_1-E_n}
+\frac{\langle1s|\mathbf e_1\!\cdot\!\mathbf r|n\rangle\langle n|\mathbf e_2\!\cdot\!\mathbf r|2s\rangle}{E_{2s}-\omega_2-E_n}\right].
\]

The sum includes the continuum. Let \(u\) denote \(r\) times a radial wave function, and define \(R(ns,n'p)=\int_0^\infty u_{ns}\,r\,u_{n'p}\,dr\). Since both s states are isotropic, the sum over the three magnetic substates of a p level is proportional to \(\mathbf e_1\cdot\mathbf e_2\). Its coefficient follows from the \(z\) component:

\[
\langle Y_{10}|\cos\theta|Y_{00}\rangle=\tfrac12\int_{-1}^{1}\sqrt3\,x^2dx=\tfrac1{\sqrt3}.
\]

This factor enters twice, so the bracket summed over \(n\) is \((\mathbf e_1\cdot\mathbf e_2)S/3\), with

\[
S=A(E_{2s}-\omega_1)+A(E_{2s}-\omega_2),\qquad
A(E)=\sum_n\frac{R(1s,np)R(2s,np)}{E-E_n}.
\]

### Spectrum

The golden rule with the mode density \(\mathcal V d^3k/(2\pi)^3=\mathcal V\alpha^3\omega^2d\omega\,d\Omega/(2\pi)^3\) for each photon gives

\[
\frac{dW}{d\omega_1}=2\pi\,\frac{(2\pi)^2}{(2\pi)^6}\,\alpha^6\omega_1^3\omega_2^3\,\frac{S^2}{9}
\int\! d\Omega_1d\Omega_2\sum_{\rm pol}(\mathbf e_1\cdot\mathbf e_2)^2 .
\]

For a photon along the unit vector \(\mathbf n\), \(\sum_{\rm pol}e_ie_j=\delta_{ij}-n_in_j\). With \(\theta\) the angle between the photons, the polarization sum is therefore

\[
\mathrm{tr}\,[(1-\mathbf n_1\mathbf n_1)(1-\mathbf n_2\mathbf n_2)]=3-1-1+\cos^2\theta=1+\cos^2\theta .
\]

Its angular integral is \(4\pi\cdot2\pi\int_{-1}^1(1+x^2)dx=64\pi^2/3\). Hence

\[
\boxed{\frac{dW}{d\omega_1}=\frac{8}{27\pi}\,\alpha^6\omega_1^3\omega_2^3S^2,\qquad
W=\frac12\int_0^{\omega_0}\frac{dW}{d\omega_1}\,d\omega_1}
\]

The factor \(\tfrac12\) is needed because the integral meets each photon pair twice, once with either member labelled 1. Without it the integral is the number of photons emitted per second, \(2W\).

Exchanging \(\omega_1\) and \(\omega_2\) leaves \(\omega_1^3\omega_2^3\) unchanged and swaps the two terms of \(S\). The spectrum per unit frequency is thus symmetric about \(\omega_0/2\). This requires both emission orders, since \(A(E_{2s}-\omega_1)\) alone has no such symmetry.

### Sturmian representation of the p states

Use the functions

\[
\phi_k=\frac{(2\lambda)^2}{\sqrt{h_k}}\,r^2e^{-\lambda r}L_k^{(3)}(2\lambda r),\quad h_k=(k+1)(k+2)(k+3),\quad k=0,1,\dots
\]

With \(x=2\lambda r\), the Laguerre relation \(\int_0^\infty x^3e^{-x}L_j^{(3)}L_k^{(3)}dx=h_k\delta_{jk}\) gives \(\int\phi_j\phi_k\,dr/r=\delta_{jk}\).

Each \(\phi_k\) is proportional to a hydrogenic p function with principal number \(k+2\) and nuclear charge \(Z=\lambda(k+2)\), whose energy is \(-Z^2/[2(k+2)^2]=-\lambda^2/2\). It therefore obeys

\[
\left(-\frac12\frac{d^2}{dr^2}+\frac1{r^2}\right)\phi_k=\frac{\lambda(k+2)}{r}\phi_k-\frac{\lambda^2}{2}\phi_k .
\]

Let \(B_{jk}=\int\phi_j\phi_k\,dr\). Adding the Coulomb term \(-1/r\) and projecting on \(\phi_j\),

\[
H_{jk}=[\lambda(k+2)-1]\,\delta_{jk}-\frac{\lambda^2}{2}B_{jk}.
\]

To find \(B\), write it as \((2\lambda)^{-1}\int\phi_j\,x\,\phi_k\,dr/r\) and use

\[
xL_k^{(3)}=-(k+1)L_{k+1}^{(3)}+(2k+4)L_k^{(3)}-(k+3)L_{k-1}^{(3)} .
\]

Since \(\sqrt{h_{k+1}/h_k}=\sqrt{(k+4)/(k+1)}\), the nonzero elements are

\[
B_{kk}=\frac{k+2}{\lambda},\qquad B_{k,k+1}=B_{k+1,k}=-\frac{\sqrt{(k+1)(k+4)}}{2\lambda}.
\]

Solve \(HC=BC\varepsilon\) with \(C^TBC=1\), where \(\varepsilon\) is the diagonal matrix of eigenvalues. Then \(C^T(EB-H)C=E-\varepsilon\), so \((EB-H)^{-1}=C(E-\varepsilon)^{-1}C^T\) and

\[
A(E)\simeq D_1^T(EB-H)^{-1}D_2=\sum_\nu\frac{(C^TD_1)_\nu(C^TD_2)_\nu}{E-\varepsilon_\nu},\qquad
(D_n)_k=\int_0^\infty\phi_k\,r\,u_{ns}\,dr .
\]

Here \(u_{1s}=2re^{-r}\) and \(u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2\). The discrete pseudostates replace the bound and continuum states. This works because \(E\) runs from \(-\tfrac12\) to \(-\tfrac18\), and only the end point \(E=E_{2p}\) reaches a p level. By the variational principle no pseudostate energy lies below \(E_{2p}\), so no denominator vanishes inside the interval.

### A test of completeness

The same amplitude can be built from momentum matrix elements. Put \(a=E_n-E_{2s}\) and \(z_n=\langle1s|z|n\rangle\langle n|z|2s\rangle\). From \(p_z=i[H,z]\),

\[
\langle1s|p_z|n\rangle\langle n|p_z|2s\rangle=[-i(a+\omega_0)]\,[ia]\,z_n=a(a+\omega_0)z_n .
\]

The two denominators add to \(-(2a+\omega_0)/[(a+\omega_1)(a+\omega_2)]\), and \(a(a+\omega_0)=(a+\omega_1)(a+\omega_2)-\omega_1\omega_2\). The momentum sum is therefore

\[
V=-\sum_n(2a+\omega_0)z_n+\omega_1\omega_2\sum_n\frac{(2a+\omega_0)z_n}{(a+\omega_1)(a+\omega_2)} .
\]

The first sum is \(\langle1s|[z,[H,z]]|2s\rangle=\langle1s|2s\rangle=0\). The second term is \(-\omega_1\omega_2\) times the position sum \(S/3\), so \(V=-\omega_1\omega_2S/3\). The argument uses a complete set of p states, so in a finite basis the two forms need not agree. Agreement is necessary for convergence but not sufficient: in the table below, 4 Sturmians give the same five figures in both forms, yet that value lies about 0.1% above the converged rate, relative to that rate. That agreement holds for the integrated rates only: the two amplitudes still differ by about \(+2\%\) at \(\omega_1=0.02\,\omega_0\) and \(-0.1\%\) at the midpoint, and the differences cancel in the integral for this value of \(\lambda\). Convergence must also be checked by enlarging the basis.

### Numerical result

With \(\lambda=0.75\), the total rate converges as follows:

| Sturmians | \(W\), position form (s⁻¹) | \(W\), momentum form (s⁻¹) |
|---|---|---|
| 2 | 8.5983 | 9.0773 |
| 4 | 8.2385 | 8.2385 |
| 6 | 8.2294 | 8.2294 |
| 24 | 8.2294 | 8.2294 |

An explicit sum over finite-difference eigenstates in a box, extrapolated in step size, also gives \(8.2294\ \mathrm{s^{-1}}\). Thus

\[
W=8.23\ \mathrm{s^{-1}},\qquad 1/W=0.1215\ \mathrm{s}.
\]

Let \(y=\omega_1/\omega_0\), so that \(dW/dy=\omega_0\,dW/d\omega_1\). The spectrum from 24 Sturmians is:

| \(y\) | \(A(E_{2s}-\omega_1)\) | \(A(E_{2s}-\omega_2)\) | \(S\) | \(dW/dy\) (s⁻¹) |
|---|---|---|---|---|
| 0.1 | 152.80 | 11.79 | 164.59 | 12.126 |
| 0.2 | 69.26 | 13.54 | 82.80 | 17.240 |
| 0.5 | 23.56 | 23.56 | 47.12 | 21.303 |
| 0.8 | 13.54 | 69.26 | 82.80 | 17.240 |
| 0.9 | 11.79 | 152.80 | 164.59 | 12.126 |

The amplitudes are in atomic units. Between \(y=0.2\) and \(y=0.8\) a single order changes by a factor of five, while the sum and the spectrum agree. At the midpoint \(\omega_1\omega_2=(0.1875)^2=0.035156\), and the arithmetic is

\[
\frac{dW}{dy}=0.094314\times6243\times0.375\times(0.035156)^3\times(47.12)^2\ \mathrm{s^{-1}}=21.3\ \mathrm{s^{-1}} .
\]

This is the maximum, at a photon energy of 5.10 eV. The spectrum is broad, with half its maximum at \(y=0.0815\) and \(y=0.9185\).

The symmetry belongs to the frequency scale. With wavelength \(\ell=\ell_0/y\) and \(\ell_0=121.5\) nm, \(|dy/d\ell|=y^2/\ell_0\). The extra \(y^2\) moves the peak in photon number per unit wavelength to 148 nm (the emitted energy per unit wavelength, with one more factor \(y\), peaks at 142 nm), whereas \(y=\tfrac12\) corresponds to 243 nm.

## Comparison of estimate and solution

The estimate is 5.6 times too large. Keeping the 2p state alone separates the causes. With \(u_{2p}=r^2e^{-r/2}/(2\sqrt6)\),

\[
R(1s,2p)=\frac{4!}{\sqrt6}\left(\frac23\right)^5=1.290,\qquad
R(2s,2p)=\frac{4!-5!/2}{4\sqrt3}=-3\sqrt3 .
\]

Their product is \(-P\), with \(P^2=2^{15}/3^6=44.95\). Because \(E_{2p}=E_{2s}\), the denominators are \(-\omega_1\) and \(-\omega_2\), so

\[
S_{2p}=P\left(\frac1{\omega_1}+\frac1{\omega_2}\right)=\frac{P\omega_0}{\omega_1\omega_2}.
\]

The spectrum is then proportional to \(\omega_1\omega_2\), whose integral is \(\omega_0^3/6\):

\[
W_{2p}=\frac12\cdot\frac{8}{27\pi}\alpha^6P^2\omega_0^2\cdot\frac{\omega_0^3}{6}
=\frac{8}{27\pi}\,\frac{P^2}{12}\,\alpha^6\omega_0^5 .
\]

The last factor, \(\alpha^6\omega_0^5\), is the scaling estimate. Its coefficient is \(0.094314\times44.95/12=0.353\), which lowers 46.3 to \(16.4\ \mathrm{s^{-1}}\). The large squared dipole product, \(P^2=44.95\), is outweighed by two small factors together: the prefactor \(8/(27\pi)=0.0943\), and \(1/12\), which combines \(\tfrac12\) for counting each photon pair once with \(\tfrac16\) from the frequency integral.

The remaining factor, \(8.23/16.36=0.503\), comes from the other p states, mainly through destructive interference with 2p. In \(W\) the cross term contributes \(-9.59\ \mathrm{s^{-1}}\) and the square of their own amplitude \(+1.46\ \mathrm{s^{-1}}\), so that \(16.36-9.59+1.46=8.23\). At the midpoint 2p contributes \(71.51\) to \(S\) and all other p states together \(-24.39\), leaving \(47.12\). The numerical check finds these opposite signs at every point of a grid spanning the spectrum. This division among intermediate states belongs to the position form. In the momentum form the 2p term carries the factor \(a=E_{2p}-E_{2s}=0\) and drops out, so the other p states supply the whole amplitude. Only the complete sum is the same in both forms.

Near \(y=0\) the 2p term dominates, since \(S\to P/\omega_1\) while the other terms stay finite. There

\[
\frac{dW}{dy}\to\frac{8}{27\pi}\alpha^6P^2\omega_0^5\,y=12\,W_{2p}\,y=(196\ \mathrm{s^{-1}})\,y ,
\]

so the spectrum begins linearly, and by symmetry ends linearly. This limit relies on the 2s–2p degeneracy. It fails in the real atom once \(\omega_1\) is comparable with the small splittings neglected here.

A finite nuclear mass replaces \(m_e\) by the reduced mass \(\mu\). Energies scale as \(\mu\) and lengths as \(1/\mu\), so \(S\propto\mu^{-3}\) and \(W\propto\omega^7S^2\propto\mu^{7-6}=\mu\). For a proton, \(W=8.2294\times0.999456\ \mathrm{s^{-1}}=8.225\ \mathrm{s^{-1}}\). The rounded value 8.23 thus belongs to the infinitely heavy nucleus. Relativistic, retardation and radiative corrections are absent from both values.

## Computed results

```
Fine-structure constant alpha = 0.007297353
Atomic unit of time = 2.418884e-17 s
Transition energy w0 = 0.375 hartree = 10.2043 eV
Half the transition energy = 5.1021 eV
Polarization-direction integral = 210.55156
Prefactor 8/(27 pi) = 0.094314
Sturmian exponent = 0.75 1/bohr, basis size = 24
Lowest p levels = -0.12500000, -0.05555556 hartree
Basis size, length-form W (1/s), velocity-form W (1/s):
   2  8.5982939  9.0773191
   4  8.2384813  8.2384924
   6  8.2293975  8.2294047
   8  8.2293523  8.2293524
  12  8.2293522  8.2293522
  24  8.2293522  8.2293522
y, A(E2s-w1), A(E2s-w2), S (atomic units), dW/dy (1/s):
  0.01   1752.1854     10.5518   1762.7372   1.85120
  0.10    152.8012     11.7924    164.5936  12.12623
  0.20     69.2592     13.5359     82.7952  17.24019
  0.30     43.0917     15.8358     58.9275  19.74540
  0.40     30.6813     18.9925     49.6738  20.94402
  0.50     23.5610     23.5610     47.1219  21.30288
  0.60     18.9925     30.6813     49.6738  20.94402
  0.70     15.8358     43.0917     58.9275  19.74540
  0.80     13.5359     69.2592     82.7952  17.24019
  0.90     11.7924    152.8012    164.5936  12.12623
  0.99     10.5518   1752.1854   1762.7372   1.85120
Midpoint S from 2p alone = 71.5138 a.u.
Midpoint S from other p = -24.3919 a.u.
Midpoint S from box states = 47.1219 a.u.
End slope of dW/dy: numerical = 196.248 1/s
End slope of dW/dy: formula = 196.260 1/s
Half-maximum points: y = 0.0815 and 0.9185
Total rate from 2p alone = 16.3550 1/s
Total rate from box states = 8.22935 1/s
Total two-photon rate W = 8.22935 1/s
Photon emission rate 2W = 16.4587 1/s
Lifetime 1/W = 0.12152 s
Reduced-mass factor = 0.99945568
Rate with finite proton mass = 8.22487 1/s
Wavelength at y=1: 121.502 nm
Wavelength at y=1/2: 243.005 nm
Peak per unit wavelength: y = 0.8206, 148.06 nm
```
